# Electrocaloric adiabats from Landau theory, checked by conservation of total entropy

## A case that can be solved by hand

Take a ferroelectric at its Curie temperature $T_0$, with no field and no polarization. Apply a weak field $E$ slowly, without letting heat in or out. How much does the material warm?

Near $T_0$ let the free energy density be

$$g=g_l(T)+\tfrac12a_0(T-T_0)P^2+\tfrac14bP^4-EP ,\qquad a_0,b>0 .$$

Here $g_l$ belongs to the lattice and $P$ is the polarization along the field. Two conditions fix the state. First, $P$ minimizes $g$:

$$a_0(T-T_0)P+bP^3=E .\tag{1}$$

Second, the total entropy density keeps its initial value. The entropy is $-\partial g/\partial T$, so the polarization contributes $-a_0P^2/2$: a polarized material is more ordered. The lattice must gain what the polarization loses. For a small temperature rise the lattice gains $C_l(T-T_0)/T_0$, where $C_l$ is its heat capacity per volume. Hence

$$T-T_0=\frac{T_0a_0}{2C_l}P^2 .\tag{2}$$

Insert (2) into (1). The first term becomes cubic in $P$:

$$E=b_sP^3,\qquad b_s=b+\frac{a_0^2T_0}{2C_l},\qquad T-T_0=\frac{T_0a_0}{2C_l}\left(\frac{E}{b_s}\right)^{2/3}.\tag{3}$$

The warming opposes further polarization, which is why $b_s>b$.

For numbers, use $a_0=7.53\times10^{-5}$ and $b=1.5\times10^{-5}$, with fields in MV/cm, polarizations in µC/cm² and temperatures in K. Take $T_0=400$ K and $C_l=2.98$ J/(cm³ K), which gives $b_s/b\approx1.025$. At $E=0.001$ MV/cm,

$$P=\left(\frac{0.001}{1.538\times10^{-5}}\right)^{1/3}\approx4.0,\qquad
T-T_0\approx\frac{400(7.53\times10^{-5})(4.0)^2}{2(2.98)}\approx0.08\ \text{K}.$$

## The same case as a differential equation

The adiabat is often needed as a path, and then one integrates

$$\frac{dT}{dE}=-\frac{T}{C}\left(\frac{\partial P}{\partial T}\right)_E .\tag{4}$$

The hand-solved case shows which $C$ belongs here. Differentiate (1) at fixed $E$:

$$a_0P+A\left(\frac{\partial P}{\partial T}\right)_E=0,\qquad A=a_0(T-T_0)+3bP^2 .$$

By (2), $a_0(T-T_0)=(b_s-b)P^2$, so $A=(2b+b_s)P^2$ on the adiabat. With $C=C_l$, equation (4) would give the slope $T_0a_0/[C_l(2b+b_s)P]$. The true slope follows from (2) and from $dP/dE=1/(3b_sP^2)$:

$$\frac{dT}{dE}=\frac{T_0a_0P}{C_l}\,\frac{1}{3b_sP^2}=\frac{T_0a_0}{3C_lb_sP}.$$

The lattice value therefore makes the slope too large by the factor $3b_s/(2b+b_s)=1.017$. The right quantity is the heat capacity at constant field, $C_E$. It also counts the heat needed to disorder the polarization when the temperature rises.

The true slope diverges as $P\to0$, although the temperature rise is finite. Integration in $E$ therefore cannot begin at $(T_0,E=0)$ itself. It can begin at a small field, with the temperature taken from (3), provided the first steps are not much larger than that field. For the film treated below, 2000 equal steps up to 0.5 MV/cm leave an error of about $10^{-4}$ K when started at $10^{-4}$ MV/cm, but 0.013 K when started at $10^{-6}$ MV/cm. Alternatively one can choose another integration variable.

## The general model and its conditions

Let

$$g=g_l(T)+\frac a2P^2+\frac b4P^4+\frac c6P^6-EP,\qquad a=a_0(T-T_0),$$

with $a_0,b>0$ and $c\ge0$. This is mean-field theory for a uniform, single-domain material. The field is non-negative and $P\ge0$ is the branch along it. The field changes slowly enough for $P$ to stay in equilibrium, quickly enough for no heat to escape, and without losses.

The algebra is in atomic units with $k_B$ kept. There $\varepsilon_0=1/4\pi$, so a Curie law $P=\varepsilon_0C_WE/(T-T_0)$ means $a_0=4\pi/C_W$, with $C_W$ the Curie constant. The other equations keep their form in the engineering units used for numbers, because 1 MV/cm times 1 µC/cm² is 1 J/cm³.

Negative $b$ is excluded. Equilibrium can then have several positive solutions, the polarization can jump, and latent heat must be added to the smooth equation (4).

### Finding the polarization

Equilibrium requires

$$f(P)=aP+bP^3+cP^5-E=0,\qquad A=f'(P)=a+3bP^2+5cP^4 .\tag{5}$$

For $E>0$, dividing $f=0$ by $P$ gives $a=E/P-bP^2-cP^4$. Hence

$$A=\frac EP+2bP^2+4cP^4>0 ,$$

and the solution is a minimum of $g$. It is the only positive one: $f(0)=-E<0$, and $f''=6bP+20cP^3>0$ for $P>0$, so $f$ crosses zero once. A negative $P$ cannot do better, since reversing its sign lowers $-EP$ and leaves the even terms unchanged.

Newton's method needs a safe start. Put $p_0=\sqrt{\max(-a,0)/b}$, $q=(E/b)^{1/3}$ and $P=p_0+q$. Since $a\ge-bp_0^2$,

$$aP+bP^3\ge bP(P^2-p_0^2)=bP(2p_0q+q^2)\ge bq^3=E .$$

So $f\ge0$ there, and the start lies at or above the root. The tangent of a convex function lies below it, so each Newton step moves down towards the root without passing it.

At $E=0$ the solution is $P=0$ for $T\ge T_0$. Below $T_0$ it is the spontaneous polarization $P_s$, found from the same start.

### Entropy and heat capacity

In equilibrium $\partial g/\partial P=0$. The change of $P$ with temperature therefore does not contribute to the first derivative of the minimized $g$, and

$$s(T,E)=s_l(T)-\tfrac12a_0P^2,\qquad s_l=-\frac{dg_l}{dT}.\tag{6}$$

Differentiating (5) at fixed $E$ gives $a_0P+A(\partial P/\partial T)_E=0$. At fixed $T$ it gives $(\partial P/\partial E)_T=1/A$. Therefore

$$\left(\frac{\partial P}{\partial T}\right)_E=-\frac{a_0P}{A}=\left(\frac{\partial s}{\partial E}\right)_T .\tag{7}$$

The last equality follows from (6) and is Maxwell's relation. The heat capacity at constant field is

$$C_E=T\left(\frac{\partial s}{\partial T}\right)_E=C_l-Ta_0P\left(\frac{\partial P}{\partial T}\right)_E=C_l+\frac{Ta_0^2P^2}{A}.\tag{8}$$

### Two forms of the adiabat

Constant entropy means

$$0=ds=\frac{C_E}{T}dT+\left(\frac{\partial P}{\partial T}\right)_EdE .$$

Solving for $dT$ gives (4) with $C=C_E$. With (7),

$$\frac{dT}{dE}=\frac{Ta_0P}{A\,C_E}.\tag{9}$$

All factors on the right are positive for $E>0$, so applying the field warms the material.

Setting the differential of (6) to zero gives a second form:

$$\frac{C_l}{T}dT-a_0P\,dP=0\quad\Rightarrow\quad\frac{dT}{dP}=\frac{Ta_0P}{C_l}.\tag{10}$$

Here the lattice heat capacity is correct, because $P$ is the independent variable. To see that the forms agree, differentiate (5) along the adiabat: $dE=a_0P\,dT+A\,dP$. Inserting (10),

$$\left(\frac{dP}{dE}\right)_s=\frac1{A_s},\qquad A_s=A+\frac{Ta_0^2P^2}{C_l}.$$

By (8), $AC_E=C_lA_s$, so (10) multiplied by $1/A_s$ is (9).

Equation (10) is regular at $P=0$. For a start at $T_0$ one can integrate it in $P$ and obtain the field from (5).

## The algorithm and the entropy test

1. Choose $T_1$, $E_1$, $E_2$ and the number of steps $N$, so that $h=(E_2-E_1)/N$.
2. For any trial $(T,E)$, solve (5) for $P$, form $A$ and $C_E$, and call the right side of (9) $F(T,E)$.
3. Advance by the fourth-order Runge–Kutta rule:
$$k_1=F(T,E),\quad k_2=F(T+\tfrac h2k_1,E+\tfrac h2),$$
$$k_3=F(T+\tfrac h2k_2,E+\tfrac h2),\quad k_4=F(T+hk_3,E+h),$$
$$T\leftarrow T+\tfrac h6(k_1+2k_2+2k_3+k_4).$$
4. After each step, compare $s(T,E)$ from (6) with its initial value.

$P$ must be solved anew at every stage, because $T$, $E$ or both have changed.

The direct method needs no path. It solves $s(T_2,E_2)=s(T_1,E_1)$ for $T_2$ by bracketing. Since $(\partial s/\partial T)_E=C_E/T>0$, there is at most one solution.

For an independent test, the entropy should not come from (6). One can minimize $g$ numerically, differentiate the minimum with respect to $T$ by finite differences, and use that entropy in the balance. This uses neither $C_E$ nor $\partial P/\partial T$.

## A film capacitor

The example is a 300 nm film with $C_W=1.5\times10^5$ K, $T_0=400$ K, $b=1.5\times10^{-5}$ and $c=10^{-8}$ in the units above. The lattice has fifteen Einstein modes of temperature 400 K per cubic cell of edge 0.4 nm. The start is 420 K, and the field rises from 0 to 0.5 MV/cm in 2000 steps.

The final state is $T=423.91$ K and $P=27.205$ µC/cm². Its stiffness is

$$A=23.91(7.529\times10^{-5})+3(1.5\times10^{-5})(27.205)^2+5(10^{-8})(27.205)^4$$
$$=0.0018+0.0333+0.0274=0.0625 .$$

The polarization part of the heat capacity is

$$\frac{T(a_0P)^2}{A}=\frac{423.91(0.002048)^2}{0.0625}\approx0.028\ \text{J/(cm³ K)},$$

about 1% of $C_E=3.035$ J/(cm³ K). The local slope is

$$\frac{dT}{dE}=\frac{423.91(0.002048)}{0.0625(3.035)}\approx4.6\ \text{K per MV/cm}.$$

The entropy balance can be followed by hand. The polarization has lost $a_0P^2/2=0.02786$ J/(cm³ K). With $C_l$ held at its initial 3.002 J/(cm³ K), the lattice gains $C_l\ln(T_2/T_1)$, so

$$T_2-T_1=420\left(e^{0.02786/3.002}-1\right)\approx3.92\ \text{K}.$$

The integrated rise, with $C_l$ varying, is 3.91 K, or $k_B\Delta T=3.4\times10^{-4}$ eV. The balance based on numerical minimization gives the same 3.91 K. Integration and this balance were also compared for starts at 360 and 450 K and for removal of the field from 420 K. They agreed within $2\times10^{-5}$ K each time.

### What the shortcuts do

Using $C_l$ in (9) gives 3.96 K, which is 1.1% above the correct rise. The final entropy is then too high by $3.1\times10^{-4}$ J/(cm³ K), whereas the largest residual of the correct integration is $6\times10^{-12}$ in the same unit. Smaller steps cannot cure this drift, since the equation itself is wrong.

Another shortcut holds $T$ and $C_l$ at their starting values. Above $T_0$ the initial polarization is zero, and

$$\Delta T\approx\frac{T_1a_0P(T_1,E)^2}{2C_l}=\frac{420(7.529\times10^{-5})(27.333)^2}{2(3.002)}=3.93\ \text{K}.$$

This is 0.5% too high. Two errors partly cancel. Ignoring the warming makes $P^2$ too large by 0.9%, while replacing $T_1(e^x-1)$ by $T_1x$, with $x=0.0093$, lowers the result by about 0.5%.

### Step size

| Steps | Error in final $T$ (K) |
|---:|---:|
| 40 | $2.8\times10^{-4}$ |
| 160 | $2.0\times10^{-5}$ |
| 640 | $6.5\times10^{-8}$ |

A fourth-order method should gain a factor of 256 when the step is divided by four. The first refinement gains only 14, the second about 300. Equation (5) suggests a reason. The linear law $P=E/a$ has failed by the time the $P$ it predicts makes $bP^2$ equal to $a$, at

$$E^*\approx a^{3/2}b^{-1/2}=\frac{(0.0015)^{3/2}}{(1.5\times10^{-5})^{1/2}}\approx0.015\ \text{MV/cm}.$$

With 40 steps, $h=0.0125$ MV/cm, so one step spans nearly the whole bend. Nearly all the error is then made in the first two steps, and the fourth-order regime has not been reached. The signed error is $-2.3\times10^{-2}$ K at 20 steps, $+2.8\times10^{-4}$ K at 40 and $+3.7\times10^{-4}$ K at 80. The 40-step entry is small because the error has just changed sign, and this makes the first gain look slow. From 320 to 1280 steps each halving of the step gains a factor of about 16. For a start at 450 K, where $E^*$ is larger, going from 320 to 640 steps gives an observed order of 4.00.

## Limits and the starting temperature

For $T_1>T_0$ and $E\ll E^*$, put $P=E/a$ into the entropy balance. If the warming is also small compared with $T_1-T_0$,

$$\Delta T\approx\frac{T_1a_0E^2}{2C_la^2}.$$

At 420 K and 0.001 MV/cm this is about 0.002 K, against 0.08 K for the start at $T_0$. In weak fields the distance from $T_0$ matters greatly.

If the $c$ term dominated (5) while $\Delta T\ll T_1$, then $P\approx(E/c)^{1/5}$ and the rise would grow as $E^{2/5}$. For the film above this limit is only formal. The $c$ term does not equal the $b$ term until $P=\sqrt{b/c}\approx39$ µC/cm², which takes about 1.8 MV/cm, more than such a film is likely to withstand. The example lies between the limits: at full field its logarithmic slope is $(E/\Delta T)\,dT/dE\approx0.5(4.6)/3.91\approx0.59$.

At 0.5 MV/cm the dependence on the start is much weaker:

| Start (K) | Rise (K) |
|---:|---:|
| 360 | 3.12 |
| 380 | 3.49 |
| 400 | 3.94 |
| 420 | 3.91 |
| 450 | 3.85 |
| 480 | 3.77 |

Below $T_0$ part of the order is already present, and only the increase of $P^2$ above $P_s^2$ warms the lattice. To find the slope of this curve, vary $T_1$ in $s(T_2,E_2)=s(T_1,E_1)$ at fixed fields:

$$\frac{dT_2}{dT_1}=\frac{C_E(T_1,E_1)}{T_1}\,\frac{T_2}{C_E(T_2,E_2)} .$$

At zero field just below $T_0$, $A=2bP_s^2+4cP_s^4$, so (8) gives

$$C_E-C_l\to\frac{T_0a_0^2}{2b}=0.076\ \text{J/(cm³ K)} .$$

Just above $T_0$ the difference is zero. The slope of $\Delta T$ against $T_1$ therefore drops at $T_0$ by about $0.076/3.0\approx0.025$. The table agrees roughly: its mean slope is $+0.022$ from 380 to 400 K and $-0.001$ from 400 to 420 K.

Removing the full field from a film at 420 K cools it by 3.92 K, slightly more than the 3.91 K of heating from 420 K. The two processes follow different adiabats. Removing the field from the heated state at 423.91 K would return it to 420 K.

## How far a real film departs from this

The parameters are rough values for perovskite films of the barium titanate class. Bulk barium titanate has a first-order transition. Holding a film in plane by its substrate raises $b$ and can make the transition continuous, but the positive $b$ used here is an assumption, not a value derived from bulk data. The assumption most plainly broken is thermal isolation. With a rough diffusivity of 0.01 cm²/s, heat crosses 300 nm in about $d^2/D=90$ ns, but much of it leaves sooner. Into a substrate of similar thermal properties, the fraction lost at early times $t$ is about $\sqrt{Dt/\pi}/d$, which reaches a tenth after only 3 ns. The 15 V would therefore have to be applied within a few nanoseconds. Even without loss to the substrate, sharing heat with 100 nm of electrodes of rough heat capacity 2.8 J/(cm³ K) lowers the rise from 3.91 to 2.99 K.

In-plane clamping during the pulse can also lower the rise. For biaxial modulus $Y$, thermal expansion $\alpha$, transverse electrostriction $Q$ and imposed strain $u$, the elastic energy is $Y(u-\alpha\Delta T-QP^2)^2$, with $\Delta T$ measured from the start. Its cross term $2Y\alpha Q\,\Delta T\,P^2$ must equal $\tfrac12\delta a\,P^2$, so $a_0$ changes by $4Y\alpha Q$. Rough values of 150 GPa, $10^{-5}$ K⁻¹ and $-0.04$ m⁴/C² reduce $a_0$ by 32%. With $a$ at 420 K, $b$ and $c$ held fixed, the rise becomes 2.68 K. This applies if $a_0$ was determined with the in-plane dimensions free to expand; otherwise the effect would be counted twice. Holding $b$ fixed assumes that it is already the clamped value. The same elastic energy contains $YQ^2P^4$, which adds $4YQ^2\approx0.64\,b$ to a $b$ determined without the clamp, and the rise would then be about 2.2 K.

The other estimates, each made alone, are smaller:

- Interface layers of total thickness $d_i=2$ nm and permittivity 50 add $d_iP/(d\varepsilon_0\varepsilon_i)$ to the required field. The rise becomes 3.73 K. This treats the layers as linear and intact, although the field inside them would be $P/(\varepsilon_0\varepsilon_i)\approx6$ MV/cm. At such a field they may saturate, leak or break down, so the figure only indicates the size of the effect.
- The component of the polar mode along the field may be counted both in the lattice and in $P$. With fourteen lattice modes the rise is 4.19 K.
- Leakage of $10^{-6}$ A/cm² needs 0.23 s to add heat worth 1% of the rise.
- At 360 K, one full reversal with an assumed coercive field of 0.05 MV/cm dissipates about $2P_sE_c$, which would heat the film by 0.46 K. This field is an outside input: in the uniform model the reversed state already becomes unstable at about $\tfrac23|a|\sqrt{|a|/3b}\approx0.016$ MV/cm. A film already poled along the field avoids this.
- A rough breakdown field of 1.5 MV/cm for the ferroelectric itself leaves a factor of three.

These corrections should not simply be added. The electrodes, the clamping, the interface layers and the mode count can instead be put together into the free energy or the total entropy before the adiabat is computed. Leakage and switching losses create entropy, so they enter the balance as added heat. The breakdown field only limits the range of $E$. The full numerical output follows.

## Values computed for the example and the checks

```
Curie constant: 1.50e+05 K; T0: 400 K
a0: 7.5294e-05 (MV/cm)/(uC/cm2)/K
b: 1.50e-05 (MV/cm)/(uC/cm2)^3
c: 1.00e-08 (MV/cm)/(uC/cm2)^5
cell edge: 0.4 nm; modes per cell: 15
Einstein temperature: 400 K
start: 420 K; field: 0 to 0.5 MV/cm; steps: 2000
lattice heat capacity at start: 3.0020 J/(cm3 K)
zero-field heat-capacity jump at T0: 0.0756 J/(cm3 K)
Main adiabat: E (MV/cm), T (K), P (uC/cm2), C_E (J/(cm3 K))
  0.00  420.0000  0.000  3.0020
  0.05  420.7976  12.301  3.0408
  0.10  421.3740  16.140  3.0407
  0.20  422.2204  20.509  3.0386
  0.30  422.8765  23.336  3.0368
  0.40  423.4289  25.471  3.0356
  0.50  423.9135  27.205  3.0346
temperature rise: 3.9135 K
k_B times temperature rise: 3.372e-04 eV
rise from minimised free energy: 3.9135 K
largest entropy residual: 6.3e-12 J/(cm3 K)
rise with lattice C in field form: 3.9568 K
entropy drift with lattice C: 3.10e-04 J/(cm3 K)
fixed-temperature estimate: 3.9349 K
P at fixed 420 K and full field: 27.333 uC/cm2
change on field removal from 420 K: -3.9192 K
error with 40 steps: 2.8e-04 K
error with 160 steps: 2.0e-05 K
error with 640 steps: 6.5e-08 K
observed order, start 450 K: 4.00
b_s / b at T0: 1.0254
Start (K) and rise (K) at full field
  360  3.1155
  380  3.4912
  400  3.9374
  420  3.9135
  450  3.8537
  480  3.7661
film: 300 nm; voltage: 15.0 V
electrodes (rough): 100 nm, 2.8 J/(cm3 K)
rise with electrodes: 2.99 K
clamp (rough): 150 GPa, 1e-05 /K, -0.04 m4/C2
a0 change by clamp: -31.9 %
rise with fast in-plane clamp: 2.68 K
interface layers (rough): 2 nm, permittivity 50
rise with interface layers: 3.73 K
rise with 14 lattice modes: 4.19 K
heat escape (diffusivity 0.01 cm2/s): 90 ns
leakage (rough): 1e-06 A/cm2; 1% heating: 0.23 s
coercive field (rough): 0.05 MV/cm; P_s(360 K): 13.39 uC/cm2
heating by one full reversal at 360 K: 0.46 K
breakdown (rough): 1.5 MV/cm; margin: 3.0
```
